# Reaction orders of nitrogen recombination by impact and by adatom pairing, part 1

(Sections cited here and not found follow in the second part.)

## 1. Rates, steady coverage and the order theorem

**Definitions and conventions.** A wall has $S$ adsorption sites per unit area, all of one kind, arranged on a square lattice. Each site is empty or holds one nitrogen atom, called an adatom. The coverage $\theta$ is the fraction of filled sites. The gas next to the wall contains $n$ nitrogen atoms per unit volume, and $f$ is the number of gas atoms that strike one site per second. Four kinds of event change the coverage.

- A gas atom that strikes an empty site sticks with probability $s$ and otherwise returns to the gas.
- A gas atom that strikes a filled site combines with the adatom with probability $p$, and the molecule N$_2$ leaves. This is the Eley–Rideal (ER) process. Otherwise the gas atom returns to the gas.
- An adatom desorbs as an atom at the rate $k_d$.
- An adatom attempts hops at the total rate $h$, that is $h/4$ towards each of its four neighbours. If the neighbouring site is empty, it moves there. If the site is filled, the two adatoms combine and leave as N$_2$. This is the Langmuir–Hinshelwood (LH) process.

Recombination rates $R$ count molecules per site per second, and each molecule uses two atoms. The order of a rate $R$ in incident atoms is

$$\frac{d\ln R}{d\ln f},$$

taken in the steady state, at fixed temperature, with $f$ changed through the gas density at the wall. This differs from the order in coverage, which is the power of $\theta$ in a rate law. The two orders are linked by the way in which $\theta$ follows $f$, and that link is the subject of the theorem.

**Assumptions.** (A1) The gas at the wall has a Maxwell distribution at the wall temperature $T$. (A2) The quantities $s$, $p$, $k_d$ and $h$ do not depend on coverage or flux, so forces between adatoms are left out. (A3) An incoming atom either loses its energy at the site where it lands or leaves; fast atoms that skid along the surface and react are left out. (A4) The rate of pairing is $K\theta^2$ with a constant $K$. Lemma 2 shows what this means, and the second half derives $K$ for a dilute surface.

**Lemma 1 (impingement).** *Under A1,*

$$f=\frac{n\bar v}{4S},\qquad \bar v=\sqrt{\frac{8k_BT}{\pi m}},$$

*where $m$ is the atomic mass and $\bar v$ the mean speed.*

*Proof.* Let $v_z$ be the velocity component towards the wall. The atoms with a given $v_z>0$ that reach unit area in unit time fill a column of height $v_z$. The flux is therefore

$$\Phi=n\sqrt{\frac{m}{2\pi k_BT}}\int_0^\infty v_z\,e^{-mv_z^2/2k_BT}\,dv_z
=n\sqrt{\frac{m}{2\pi k_BT}}\;\frac{k_BT}{m}
=n\sqrt{\frac{k_BT}{2\pi m}} .$$

The mean speed follows from the distribution of speeds, with $\int_0^\infty v^3e^{-av^2}dv=1/(2a^2)$ and $a=m/2k_BT$:

$$\bar v=4\pi\left(\frac{m}{2\pi k_BT}\right)^{3/2}2\left(\frac{k_BT}{m}\right)^2=\sqrt{\frac{8k_BT}{\pi m}} .$$

A quarter of this is $\sqrt{k_BT/2\pi m}$, so $\Phi=n\bar v/4$. Division by the number of sites per area gives $f$. ∎

At fixed temperature $f$ is proportional to $n$, so an order in $f$ is also an order in the atom density at the wall.

**Lemma 2 (event rates).** *The two recombination rates are*

$$R_{ER}=pf\theta,\qquad R_{LH}=K\theta^2,\qquad K=hg_1,$$

*where $g_1\theta^2$ is the probability that two given neighbouring sites are both filled. If the sites are filled independently, $g_1=1$ and $K=h$.*

*Proof.* A site is struck $f$ times per second, it is filled with probability $\theta$, and a strike on a filled site reacts with probability $p$. This gives $R_{ER}$.

For the pairing rate, consider one site and one of its four neighbours. The adatom on the first site attempts the hop to this neighbour at the rate $h/4$, and the attempt makes a molecule if both sites are filled. The sum over the four directions is

$$R_{LH}=4\cdot\frac h4\,g_1\theta^2=hg_1\theta^2 .$$

There is no factor $1/2$. A neighbouring pair can react by a hop of either partner, and these are two distinct events, each counted once, at the site from which the hop starts. ∎

The LH rate is thus of second order in coverage whenever $g_1$ is constant. Nothing has yet been said about its order in incident atoms.

**Lemma 3 (steady state and loss from the gas).** *Let $s$ and $f$ be positive, and let at least one of $p$, $k_d$ and $K$ be positive. The coverage then has one steady value between 0 and 1, which is stable:*

$$\theta=\frac{2sf}{B+\sqrt{B^2+8Ksf}},\qquad B=(s+p)f+k_d .$$

*The probability that an atom striking the wall is lost from the gas, net of desorption, is $\gamma=2(R_{ER}+R_{LH})/f$.*

*Proof.* Sticking adds one adatom. An ER event removes one, because its other atom comes from the gas. Desorption removes one, and an LH event removes two. Hence

$$\frac{d\theta}{dt}=F(\theta)=sf(1-\theta)-pf\theta-k_d\theta-2K\theta^2. \tag{1}$$

At the ends of the interval $F(0)=sf>0$ and $F(1)=-(pf+k_d+2K)<0$. The derivative

$$F'(\theta)=-(s+p)f-k_d-4K\theta$$

is negative throughout. Therefore $F$ has one zero in the interval. Below it the coverage rises and above it the coverage falls, so the zero is stable.

The condition $F=0$ reads $2K\theta^2+B\theta-sf=0$. For $K>0$ its positive root is $(-B+\sqrt{B^2+8Ksf})/4K$. Multiplying numerator and denominator by $B+\sqrt{B^2+8Ksf}$ turns the numerator into $8Ksf$, and division by $4K$ leaves the stated form. That form also holds at $K=0$, where it gives $sf/B$.

The gas loses $sf(1-\theta)$ atoms by sticking and $pf\theta$ by ER events, and it regains $k_d\theta$. In the steady state (1) gives $sf(1-\theta)=pf\theta+k_d\theta+2K\theta^2$. The net loss is then

$$sf(1-\theta)+pf\theta-k_d\theta=2pf\theta+2K\theta^2=2(R_{ER}+R_{LH}),$$

and division by $f$ gives $\gamma$. ∎

The factor 2 in front of $pf\theta$ deserves a word. An ER event takes one atom directly from the gas, and the site it empties is later filled by a second one.

Two dimensionless numbers describe the steady state:

$$\theta_*=\frac{s}{s+p},\qquad \varphi=\frac{2K\theta^2}{sf}.$$

The first is the coverage at which sticking and ER abstraction balance on their own. The second compares the atoms consumed by pairing with the atoms that would stick on a bare surface.

**Theorem (orders in incident atoms).** *Under A1–A4, with $s$, $p$, $k_d$ and $K$ held constant, the steady coverage obeys*

$$\sigma\equiv\frac{d\ln\theta}{d\ln f}=\frac{1-\theta/\theta_*}{1+\varphi},\qquad 0\le\sigma\le1. \tag{2}$$

*The order of the ER rate is $1+\sigma$ and the order of the LH rate is $2\sigma$.*

*Proof.* The steady condition $F(\theta,f)=0$ holds at every $f$. Its derivative with respect to $\ln f$ is

$$f\frac{\partial F}{\partial f}+\theta\frac{\partial F}{\partial\theta}\,\sigma=0 .$$

The two parts follow from (1):

$$f\frac{\partial F}{\partial f}=sf(1-\theta)-pf\theta=sf-(s+p)f\theta=sf\left(1-\frac{\theta}{\theta_*}\right),$$

$$-\theta\frac{\partial F}{\partial\theta}=(s+p)f\theta+k_d\theta+4K\theta^2 .$$

The steady condition itself says $(s+p)f\theta+k_d\theta+2K\theta^2=sf$. The second line therefore equals $sf+2K\theta^2=sf(1+\varphi)$, and the quotient of the two lines is (2).

The same condition can be rearranged to

$$1-\frac{\theta}{\theta_*}=\frac{k_d\theta+2K\theta^2}{sf}\ge0, \tag{3}$$

so $\sigma\ge0$. The numerator of (2) is at most 1 and the denominator at least 1, so $\sigma\le1$. Finally, $\ln R_{ER}=\ln p+\ln f+\ln\theta$ has the derivative $1+\sigma$, and $\ln R_{LH}=\ln K+2\ln\theta$ has the derivative $2\sigma$. ∎

In this model the ER order therefore lies between 1 and 2, and the LH order between 0 and 2. The two ranges overlap, so a measured order between 1 and 2 does not by itself name the mechanism. An order below 1 does rule out ER acting alone.

If both processes run together and $w=R_{ER}/(R_{ER}+R_{LH})$ is the ER share, the order of the total rate is the average of the two orders weighted by the shares:

$$M=w(1+\sigma)+(1-w)2\sigma=2\sigma+w(1-\sigma). \tag{4}$$

**Corollary 1 (saturated surface).** *If $k_d+2K\ll sf$, then $\theta\to\theta_*$ and $\sigma\to0$. The ER rate is of first order in incident atoms and the LH rate of order zero. If also $K\theta_*\ll pf$, ER dominates and*

$$\gamma\to\frac{2ps}{s+p}.$$

*Proof.* Since $\theta\le1$, the right side of (3) is at most $(k_d+2K)/sf$. This bounds $1-\theta/\theta_*$, and by (2) it bounds $\sigma$ as well. The ratio $R_{LH}/R_{ER}=K\theta/(pf)$ is small under the second condition, and then $\gamma=2p\theta_*$. ∎

Saturation here means that the coverage has reached the value $\theta_*$, which no longer depends on the flux. It is nearly complete filling if $p\ll s$. The first order has a simple origin: the number of targets is fixed, so the rate counts the projectiles.

The two conditions of the corollary are distinct. When $p\ll s$, a surface can be saturated while LH still contributes, because $K$ may be small beside $sf$ and yet comparable with $pf$. By (4) with $\sigma=0$ the total order is then $M=w$, the ER share itself, and it lies below 1.

**Corollary 2 (dilute surface).** *Let $\theta\ll\theta_*$ and define*

$$\Lambda=\frac{2Ksf}{k_d^2}.$$

*To leading order in $\theta/\theta_*$ the order of the LH rate is*

$$2\sigma=1+\frac1{\sqrt{1+4\Lambda}}. \tag{5}$$

*Proof.* By the definition of $\theta_*$, the term $(s+p)f\theta$ equals $sf\,\theta/\theta_*$, which is small beside $sf$. Without it the balance is $sf=k_d\theta+2K\theta^2$. Let $x=2K\theta/k_d$ be the ratio of pairing loss to desorption. Then $sf=k_d\theta(1+x)$, and multiplication by $2K/k_d^2$ gives $\Lambda=x(1+x)$. With $r=\sqrt{1+4\Lambda}$ the positive root is $x=(r-1)/2$. Further, $\varphi=k_d\theta x/[k_d\theta(1+x)]=x/(1+x)$, so that

$$2\sigma=\frac{2}{1+\varphi}=\frac{2(1+x)}{1+2x}=\frac{1+r}{r}. \;∎$$

The two ends of (5) are different physical regimes.

*Desorption control*, $\Lambda\ll1$. An adatom usually desorbs before it finds a partner. Then $\theta=sf/k_d$ is proportional to the flux, and

$$R_{LH}=K\left(\frac{sf}{k_d}\right)^2$$

is of second order in incident atoms. Here ER is of second order too, with $R_{ER}=psf^2/k_d$, because the flux now supplies the targets as well as the projectiles.

*Pairing control*, $\Lambda\gg1$. An adatom usually finds a partner before it desorbs. Then $\theta=\sqrt{sf/2K}$ and

$$R_{LH}=\frac{sf}{2},$$

which is of first order although the surface is still dilute and the rate law, under A4, is still $K\theta^2$. Every two atoms that stick make one molecule, and the hop rate no longer matters. The loss probability is $\gamma=s$, independent of density, just as a saturated ER surface has a constant $\gamma$.

Low coverage alone therefore does not give second order in incident atoms. Second order also requires that desorption set the coverage.

**Remark (sudden changes of flux).** The theorem compares steady states. If the flux is changed faster than the coverage can follow, $\theta$ is momentarily fixed. The ER rate then responds with order 1 and the LH rate with order 0 at any coverage. Close to the new steady state the coverage relaxes at the rate $-F'(\theta)=(s+p)f+k_d+4K\theta$ taken at that state, and a measurement of steady orders must wait for several times the inverse of this rate.

## 2. The pairing constant, traps and two walls in a nitrogen afterglow

**Symbols and results carried over.** The coverage is $\theta$, and $f=n\bar v/4S$ is the number of hits per site per second. Gas atoms stick on empty sites with probability $s$ and abstract adatoms from filled sites with probability $p$. Adatoms desorb at the rate $k_d$ and hop at the total rate $h$. The molecular rates per site are $R_{ER}=pf\theta$ and $R_{LH}=K\theta^2$ with $K=hg_1$, where $g_1$ compares the number of neighbouring pairs with that of independent adatoms. The loss probability is $\gamma=2(R_{ER}+R_{LH})/f$. With $\theta_*=s/(s+p)$ and $\varphi=2K\theta^2/sf$, the slope $\sigma=(1-\theta/\theta_*)/(1+\varphi)$ gives the ER order $1+\sigma$ and the LH order $2\sigma$. On a dilute surface $2\sigma=1+1/\sqrt{1+4\Lambda}$ with $\Lambda=2Ksf/k_d^2$.

The constant $K$ remains to be found. On a saturated surface with negligible hopping, each site fills and empties without regard to its neighbours. The sites are then independent and $K=h$ to leading order in the slow hops. On a dilute surface with fast hops this fails. Two adatoms that come close are likely to react, so close pairs are rarer than chance would have it.

For a constant pairing constant $K$, this part has established the steady coverage and the orders of the ER and LH rates in incident atoms. It remains to derive $K$ for a dilute surface, to find the effect of trapped atoms, and to apply the results to two model walls in a nitrogen afterglow.
